# How many Fermi levels does a smeared two-level spectrum have?: verification in Python

```python
# Result under test: two levels at -Delta and +Delta, each holding g electrons,
# filled with g electrons in total, have exactly three Fermi levels under
# first-order Methfessel-Paxton (MP) smearing if Delta/sigma > sqrt(3/2), else one.
# Fermi-Dirac (FD) smearing always gives one.
# Symbols: sigma = smearing width, mu = Fermi level, x = (mu - level)/sigma,
# d = Delta/sigma, y = mu/sigma, excess = (electron count - g)/g.
import math
import numpy as np
from numpy.polynomial.hermite import hermval
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, expit

ROOT_PI = math.sqrt(math.pi)
D_CRIT = math.sqrt(1.5)
EV_PER_HARTREE = constants.physical_constants["Hartree energy in eV"][0]
K_B = constants.k / constants.e


def kernel_from_definition(x):
    """Hermite expansion of the delta function, kept to first order."""
    a = [(-1)**n / (math.factorial(n) * 4**n * ROOT_PI) for n in range(2)]
    return hermval(x, [a[0], 0.0, a[1]]) * np.exp(-x * x)


def occ_mp(x):
    return 0.5 * (1 + erf(x)) + x * np.exp(-x * x) / (2 * ROOT_PI)


def excess_mp(y, d):
    return occ_mp(y + d) + occ_mp(y - d) - 1


def count_roots(function, half_range, points=6000):
    """Sign changes on a symmetric grid that does not contain zero."""
    values = function(np.linspace(-half_range, half_range, points))
    return int(np.sum(values[1:] * values[:-1] < 0))


def outer_root(d):
    return brentq(lambda y: excess_mp(y, d), 1e-3, d, xtol=1e-14)


# --- kernel, occupation and moments from the definition
for x in (-2.0, -0.7, 0.3, 1.2, 2.5):
    integral = quad(kernel_from_definition, -10, x, epsabs=1e-12)[0]
    assert abs(integral - occ_mp(x)) < 1e-9
norm = quad(kernel_from_definition, -10, 10, epsabs=1e-12)[0]
moment2 = quad(lambda x: x * x * kernel_from_definition(x), -10, 10,
               epsabs=1e-12)[0]
assert abs(norm - 1) < 1e-9 and abs(moment2) < 1e-9
kernel_zero = brentq(kernel_from_definition, 0.5, 2.0)
assert abs(kernel_zero - D_CRIT) < 1e-9


# --- factorized slope of the excess, and the shape argument
def bracket_g(y, d):
    return 1.5 - d * d - y * y + 2 * d * y * np.tanh(2 * d * y)


for d in (0.8, 1.5, 2.3):
    for y in (0.0, 0.4, 1.1, 2.6):
        step = 1e-5
        slope = (excess_mp(y + step, d) - excess_mp(y - step, d)) / (2 * step)
        formula = (2 / ROOT_PI * math.exp(-d * d - y * y)
                   * math.cosh(2 * d * y) * bracket_g(y, d))
        assert abs(slope - formula) < 1e-8
u_squared = np.linspace(0.01, 60, 3000)
u = np.sqrt(u_squared)
assert np.all(np.diff(u * np.tanh(u), 2) < 0)
for d in (0.6, 1.0, 1.2, 1.25, 1.5, 2.0, 3.0):
    g_values = bracket_g(np.linspace(1e-4, d + 3, 8000), d)
    changes = int(np.sum(g_values[1:] * g_values[:-1] < 0))
    assert changes == (2 if d > D_CRIT else 1)

# --- number of Fermi levels against the threshold
for d in np.arange(0.30, 4.01, 0.05):
    found = count_roots(lambda y: excess_mp(y, d), 8.0)
    assert found == (3 if d > D_CRIT else 1), (d, found)

# --- limits of the outer root
delta_d2 = 1e-3
y_near = outer_root(math.sqrt(1.5 + delta_d2))
near_ratio = y_near**2 / delta_d2
assert abs(near_ratio - 0.6) < 0.012   # next order is linear in delta_d2
x_one = brentq(lambda x: occ_mp(x) - 1, 0.3, D_CRIT)
assert abs(outer_root(3.5) - (3.5 - x_one)) < 1e-6

# --- worked example (energies in eV)
Delta, sigma, g = 0.30, 0.20, 2
d = Delta / sigma
y_star = outer_root(d)
mu_star = sigma * y_star


def excess_example(mu):
    return excess_mp(mu / sigma, d)


roots = [-mu_star, 0.0, mu_star]
n_mp = count_roots(excess_example, 3.0)
assert n_mp == 3
assert all(abs(excess_example(mu)) < 1e-12 for mu in roots)


def free_energy(mu):
    total = 0.0
    for level in (-Delta, Delta):
        x = (mu - level) / sigma
        w = sigma * math.exp(-x * x) * (2 * x * x - 1) / (4 * ROOT_PI)
        total += g * (level * occ_mp(x) + w)
    return total


x_test = 0.9
w_integral = quad(lambda t: t * kernel_from_definition(t), -10, x_test,
                  epsabs=1e-12)[0]
w_closed = math.exp(-x_test**2) * (2 * x_test**2 - 1) / (4 * ROOT_PI)
assert abs(w_integral - w_closed) < 1e-9
energy_rise = free_energy(mu_star) - free_energy(0.0)
area = quad(lambda y: excess_mp(y, d), 0, y_star, epsabs=1e-13)[0]
assert energy_rise > 0 and abs(energy_rise + g * sigma * area) < 1e-10
assert abs(free_energy(-mu_star) - free_energy(mu_star)) < 1e-12
lower = [float(occ_mp((mu + Delta) / sigma)) for mu in roots]
upper = [float(occ_mp((mu - Delta) / sigma)) for mu in roots]
assert min(lower) > 1 and max(upper) < 0


# --- Fermi-Dirac: this spectrum, then random spectra and fillings
def excess_fd(mu, width):
    return expit((mu + Delta) / width) + expit((mu - Delta) / width) - 1


kT_room = K_B * 300
n_fd = count_roots(lambda mu: excess_fd(mu, sigma), 3.0)
n_fd_room = count_roots(lambda mu: excess_fd(mu, kT_room), 3.0)
assert n_fd == 1 and n_fd_room == 1
mu_fd = brentq(lambda mu: excess_fd(mu, sigma), -1.0, 1.3)
assert abs(mu_fd) < 1e-10
rng = np.random.default_rng(7)
for trial in range(50):
    levels = rng.uniform(-1, 1, 6)
    target = rng.uniform(0.5, 5.5)
    assert count_roots(lambda mu: expit((mu[:, None] - levels) / 0.1).sum(1)
                       - target, 4.0) == 1


# --- bisection from different valid brackets
def bisect(lo, hi):
    assert excess_example(lo) < 0 < excess_example(hi)
    for _ in range(200):
        mid = 0.5 * (lo + hi)
        value = excess_example(mid)
        if abs(value) < 1e-12:
            break
        lo, hi = (mid, hi) if value < 0 else (lo, mid)
    return mid


brackets = [(-1.3, 1.0), (-1.0, 1.0), (-1.0, 1.3)]
landed = [bisect(*pair) for pair in brackets]
assert np.allclose(landed, roots, atol=1e-9)
random_ends = [bisect(-rng.uniform(0.5, 2), rng.uniform(0.5, 2))
               for _ in range(200)]
assert all(abs(abs(mu) - mu_star) < 1e-9 for mu in random_ends)
n_up = sum(mu > 0 for mu in random_ends)

# --- neglected effect 1: error in the electron count
dip = minimize_scalar(lambda y: excess_mp(y, d), bounds=(0, y_star),
                      method="bounded", options={"xatol": 1e-10})
window = g * abs(dip.fun)
for factor, expected in ((0.9, 3), (1.1, 1)):
    shift = factor * window / g
    for sign in (-1, 1):
        assert count_roots(lambda mu: excess_example(mu) - sign * shift,
                           3.0) == expected

# --- neglected effect 2: each level spread uniformly over a finite width
nodes, weights = np.polynomial.legendre.leggauss(40)


def excess_broad(mu, half_width):
    return sum(0.5 * w * (occ_mp((mu + Delta - half_width * t) / sigma)
                          + occ_mp((mu - Delta - half_width * t) / sigma))
               for t, w in zip(nodes, weights)) - 1


n_narrow = count_roots(lambda mu: excess_broad(mu, 0.9 * mu_star), 3.0)
n_wide = count_roots(lambda mu: excess_broad(mu, 1.1 * mu_star), 3.0)
assert n_narrow == 3 and n_wide == 1

# --- neglected effect 3: all other levels of a half-filled monatomic chain
hopping = 1.0
chain_rows = []
for sites in (22, 26, 202):
    ham = np.zeros((sites, sites))
    for i in range(sites):
        ham[i, (i + 1) % sites] = ham[(i + 1) % sites, i] = -hopping
    levels = np.linalg.eigvalsh(ham)
    half_gap = levels[levels > 0].min()

    def chain_excess(mu):
        x = (np.atleast_1d(mu)[:, None] - levels) / sigma
        return 2 * occ_mp(x).sum(axis=1) - sites

    def chain_excess_fd(mu):
        x = (np.atleast_1d(mu)[:, None] - levels) / sigma
        return 2 * expit(x).sum(axis=1) - sites

    n_chain = count_roots(chain_excess, 3.0)
    n_chain_fd = count_roots(chain_excess_fd, 3.0)
    assert n_chain == (3 if half_gap / sigma > D_CRIT else 1)
    assert n_chain_fd == 1
    chain_rows.append((sites, half_gap, half_gap / sigma, n_chain, n_chain_fd))
    if sites == 22:
        chain_root = brentq(lambda mu: chain_excess(mu)[0], 1e-3, half_gap)
        pair_root = sigma * outer_root(half_gap / sigma)
        assert abs(chain_root - pair_root) < 1e-4

# --- output
print(f"Half-gap Delta = {Delta:.2f} eV, smearing sigma = {sigma:.2f} eV")
print(f"Electrons g = {g}, ratio d = Delta/sigma = {d:.3f}")
print(f"Threshold ratio (zero of kernel) = {kernel_zero:.6f}")
print(f"Largest sigma with three roots = {Delta / D_CRIT:.4f} eV")
print(f"Kernel norm = {norm:.6f}, second moment = {abs(moment2):.6f}")
print(f"Kernel at d = {kernel_from_definition(d):.5f}")
print(f"Slope of excess at y = 0: {2 * kernel_from_definition(d):.5f}")
print(f"MP Fermi levels found: {n_mp}")
for mu, low, up in zip(roots, lower, upper):
    print(f" mu = {mu:+.5f} eV: f_lower = {low:.5f}, f_upper = {up:.5f}, "
          f"F = {free_energy(mu):.6f} eV")
print(f"Outer root y* = {y_star:.5f}; mu* = {mu_star / EV_PER_HARTREE:.6f} "
      "hartree")
print(f"F(outer) - F(centre) = {1000 * energy_rise:.3f} meV")
print(f"Near-threshold y*^2/(d^2 - 3/2) = {near_ratio:.4f} "
      f"at d^2 - 3/2 = {delta_d2:.3f}")
print(f"x1 where MP occupation first reaches one = {x_one:.5f}")
print(f"Wide-gap estimate of mu* = {Delta - x_one * sigma:.5f} eV")
print(f"FD Fermi levels at kT = {sigma:.2f} eV: {n_fd}, "
      f"mu = {abs(mu_fd):.5f} eV")
print(f"kT = {sigma:.2f} eV is T = {sigma / K_B:.0f} K")
print(f"FD lower, upper occupation at that kT = {expit(d):.5f}, "
      f"{expit(-d):.5f}")
print(f"FD Fermi levels at 300 K (kT = {kT_room:.5f} eV): {n_fd_room}")
print(f"FD upper occupation at 300 K = {expit(-Delta / kT_room):.2e}")
print("Smearing scan at fixed Delta:")
for width in (0.15, 0.20, 0.24, 0.25, 0.30):
    ratio = Delta / width
    number = count_roots(lambda y: excess_mp(y, ratio), 8.0)
    place = (f"mu* = {width * outer_root(ratio):.5f} eV" if number == 3
             else "mu = 0 only")
    print(f" sigma = {width:.2f} eV, d = {ratio:.3f}: {number} roots, {place}")
print("Bisection, starting bracket and Fermi level reached:")
for pair, mu in zip(brackets, landed):
    shown = 0.0 if abs(mu) < 1e-9 else mu
    print(f" [{pair[0]:.1f}, {pair[1]:.1f}] eV -> {shown:+.5f} eV")
print(f"Random brackets: {n_up} reach +mu*, {len(random_ends) - n_up} "
      "reach -mu*, none the centre")
print(f"Minimum excess h_min = {dip.fun:.5f} at mu = {sigma * dip.x:.5f} eV")
print(f"Three roots survive a count error below {window:.5f} electrons")
print(f"Critical half-width of each level = {mu_star:.5f} eV")
print(f"Roots at 0.9 and 1.1 times that half-width: {n_narrow}, {n_wide}")
print(f"Half-filled chain, hopping = {hopping:.1f} eV, same sigma:")
for sites, half_gap, ratio, n_chain, n_chain_fd in chain_rows:
    print(f" {sites} k-points: half-gap = {half_gap:.5f} eV, d = {ratio:.4f}, "
          f"MP roots = {n_chain}, FD roots = {n_chain_fd}")
print(f"22-point chain mu* = {chain_root:.6f} eV; "
      f"two levels alone = {pair_root:.6f} eV")
print("checks complete")
```

Running it gives:

```
Half-gap Delta = 0.30 eV, smearing sigma = 0.20 eV
Electrons g = 2, ratio d = Delta/sigma = 1.500
Threshold ratio (zero of kernel) = 1.224745
Largest sigma with three roots = 0.2449 eV
Kernel norm = 1.000000, second moment = 0.000000
Kernel at d = -0.04460
Slope of excess at y = 0: -0.08920
MP Fermi levels found: 3
 mu = -0.12679 eV: f_lower = 1.00506, f_upper = -0.00506, F = -0.587937 eV
 mu = +0.00000 eV: f_lower = 1.02765, f_upper = -0.02765, F = -0.591556 eV
 mu = +0.12679 eV: f_lower = 1.00506, f_upper = -0.00506, F = -0.587937 eV
Outer root y* = 0.63397; mu* = 0.004660 hartree
F(outer) - F(centre) = 3.620 meV
Near-threshold y*^2/(d^2 - 3/2) = 0.5998 at d^2 - 3/2 = 0.001
x1 where MP occupation first reaches one = 0.84188
Wide-gap estimate of mu* = 0.13162 eV
FD Fermi levels at kT = 0.20 eV: 1, mu = 0.00000 eV
kT = 0.20 eV is T = 2321 K
FD lower, upper occupation at that kT = 0.81757, 0.18243
FD Fermi levels at 300 K (kT = 0.02585 eV): 1
FD upper occupation at 300 K = 9.12e-06
Smearing scan at fixed Delta:
 sigma = 0.15 eV, d = 2.000: 3 roots, mu* = 0.17369 eV
 sigma = 0.20 eV, d = 1.500: 3 roots, mu* = 0.12679 eV
 sigma = 0.24 eV, d = 1.250: 3 roots, mu* = 0.04612 eV
 sigma = 0.25 eV, d = 1.200: 1 roots, mu = 0 only
 sigma = 0.30 eV, d = 1.000: 1 roots, mu = 0 only
Bisection, starting bracket and Fermi level reached:
 [-1.3, 1.0] eV -> -0.12679 eV
 [-1.0, 1.0] eV -> +0.00000 eV
 [-1.0, 1.3] eV -> +0.12679 eV
Random brackets: 93 reach +mu*, 107 reach -mu*, none the centre
Minimum excess h_min = -0.02200 at mu = 0.07361 eV
Three roots survive a count error below 0.04400 electrons
Critical half-width of each level = 0.12679 eV
Roots at 0.9 and 1.1 times that half-width: 3, 1
Half-filled chain, hopping = 1.0 eV, same sigma:
 22 k-points: half-gap = 0.28463 eV, d = 1.4231, MP roots = 3, FD roots = 1
 26 k-points: half-gap = 0.24107 eV, d = 1.2054, MP roots = 1, FD roots = 1
 202 k-points: half-gap = 0.03110 eV, d = 0.1555, MP roots = 1, FD roots = 1
22-point chain mu* = 0.107210 eV; two levels alone = 0.107207 eV
checks complete
```
